# Extrapolated energies and smeared forces as training labels for metals

**The argument under comment.** A potential for a metallic alloy is to be fitted to electronic-structure energies and forces. The calculations use smeared occupations of width $w$. The proposal reasons as follows: "The extrapolated energy $E_0$ is the best available estimate of the energy at zero width. The forces come from the same converged calculation. The best energy and the converged forces therefore form the best training set."

The first two sentences can be accepted, the first in a limited sense: for a metal with Fermi-Dirac or Gaussian smearing, small $w$ and a density of states that is smooth on the scale of $w$, $E_0$ is closer to the zero-width energy than $E$ or $F$ from the same calculation. The conclusion needs one more premise, that the forces are the negative gradient of $E_0$. My comment concerns that premise.

**1. Which energy do the forces belong to?**

I take a spin-unpolarized system with a fixed number of electrons $N$, fixed $w$, and a basis that does not move with the atoms (a moving basis adds its own terms to the force). Level $i$ has energy $\varepsilon_i$ and occupation $f_i=f(x_i)$ per spin, with $x_i=(\varepsilon_i-\mu)/w$. The smearing entropy is $S=2\sum_i s(x_i)$, and

$$F=E-wS,\qquad E_0=\tfrac12(E+F)=F+\tfrac12 wS .$$

For Fermi-Dirac smearing, $s=-f\ln f-(1-f)\ln(1-f)$ and $f=1/(e^x+1)$, so

$$\frac{ds}{df}=\ln\frac{1-f}{f}=x .$$

For Gaussian smearing, $f=\tfrac12\,\mathrm{erfc}\,x$ and $s=e^{-x^2}/(2\sqrt\pi)$. Then $df/dx=-e^{-x^2}/\sqrt\pi$ and $ds/dx=-x\,e^{-x^2}/\sqrt\pi$, and again $ds=x\,df$. In both cases

$$w\,dS=2\sum_i(\varepsilon_i-\mu)\,df_i. \tag{1}$$

Now move an atomic coordinate $R$. The energy changes in three ways: explicitly, through the orbitals, and through the occupations. At self-consistency the orbital part is

$$2\sum_i f_i\left(\langle\delta\psi_i|H|\psi_i\rangle+\text{c.c.}\right)
=2\sum_i f_i\varepsilon_i\,\delta\langle\psi_i|\psi_i\rangle=0,$$

because the orbitals stay normalized. The occupation part is $2\sum_i\varepsilon_i\,df_i$, since $\partial E/\partial f_i=2\varepsilon_i$ in a variational mean-field theory. With (1),

$$dF=\left.\frac{\partial E}{\partial R}\right|_{\psi,f}dR+2\sum_i\varepsilon_i\,df_i-2\sum_i(\varepsilon_i-\mu)\,df_i
=\left.\frac{\partial E}{\partial R}\right|_{\psi,f}dR+2\mu\sum_i df_i .$$

The last sum vanishes because $N=2\sum_i f_i$ is fixed. What remains is the Hellmann-Feynman derivative, so the reported force is $K=-dF/dR$. For the proposed energy label,

$$\frac{dE_0}{dR}+K=\frac w2\frac{dS}{dR}. \tag{2}$$

The missing premise therefore fails wherever the entropy term changes with geometry.

A self-consistent tight-binding cluster of eight atoms checks this with charge response included. For one force component with Fermi-Dirac smearing, the analytic force is 0.00556 hartree/bohr. Finite differences give the same value for $-dF/dR$, but 0.00781 hartree/bohr for $-dE_0/dR$. This is the component with the largest discrepancy of the three examined, in a small system with partly filled, closely spaced levels. It tests the theorem and says nothing about typical sizes in a bulk metal.

**2. How large is the mismatch?**

From (1), half the entropy term changes by $\sum_i(\varepsilon_i-\mu)\,df_i$. The occupations respond as $df_i=f_i'(d\varepsilon_i-d\mu)$, where $f_i'=\partial f_i/\partial\varepsilon_i$. Hence

$$\frac w2\frac{dS}{dR}=\sum_i(\varepsilon_i-\mu)f_i'\left(\frac{d\varepsilon_i}{dR}-\frac{d\mu}{dR}\right),\qquad
\frac{d\mu}{dR}=\frac{\sum_i f_i'\,d\varepsilon_i/dR}{\sum_i f_i'}, \tag{3}$$

the second relation following from $\sum_i df_i=0$. The level derivatives are total ones, including the response of the potential. Levels many widths from $\mu$ hardly contribute, so the mismatch is negligible when the Fermi level lies inside a gap, many widths from both edges.

In a metal with a density of states $g$ (both spins) that is smooth on the scale of $w$, the sum over levels becomes an integral:

$$\tfrac12wS\simeq\tfrac12\,g(\varepsilon_F)\,w^2\int_{-\infty}^{\infty}s(x)\,dx .$$

For Fermi-Dirac smearing, integration by parts gives $\int s\,dx=-\int x^2(df/dx)\,dx=\pi^2/3$. For Gaussian smearing the integral is $1/2$. To leading order,

$$\tfrac12wS\simeq\frac{\pi^2}{6}\,g\,w^2\ \text{(Fermi-Dirac)},\qquad
\tfrac12wS\simeq\frac14\,g\,w^2\ \text{(Gaussian)}. \tag{4}$$

To this order the mismatch follows the gradient of $g(\varepsilon_F)$, not $g$ itself. A constant $wS/2$ only shifts the energy zero. In an alloy data set, a shift that is a sum of fixed amounts per atom of each element is equally harmless if the model has free one-atom energies.

**3. What is right about $E_0$?**

The proposal's preference for $E_0$ as an energy has a sound basis. Let $E_Z$ be the zero-width energy. For a metal with a converged $k$ mesh and a density of states that is smooth on the scale of $w$, write $F=E_Z-aw^2-cw^4$ to fourth order. At fixed geometry the cancellation of section 1 gives $\partial F/\partial w=-S$. Thus $wS=2aw^2+4cw^4$, and

$$E=F+wS=E_Z+aw^2+3cw^4,\qquad E_0=\tfrac12(E+F)=E_Z+cw^4 .$$

The average removes the quadratic error from the energy. Nothing has removed it from the force, which is still the gradient of $F$. The proposal thus pairs an energy with error of order $w^4$ with a force whose error is of order $w^2$. This holds for Fermi-Dirac and Gaussian smearing. Methfessel-Paxton and cold smearing are built so that $\int s\,dx=0$. Then $a=0$, the quadratic error is already absent from $F$ and from the force, and the mismatch (2) starts at higher order in $w$. For first-order Methfessel-Paxton smearing the average $\tfrac12(E+F)=E_Z+cw^4$ is no closer to $E_Z$ than $F=E_Z-cw^4$.

**4. A metal in which every piece can be followed**

Consider a chain with two atoms per cell, one of them displaced by $u$ from the midpoint between its neighbours. The two hoppings have magnitudes $t_0e^{\mp u/\lambda}$, with $t_0=0.1$ hartree and $\lambda=2$ bohr. The pair repulsion per cell is $2A\cosh(u/\rho)$, with $A=0.05$ hartree and $\rho=1$ bohr. These are round model parameters. The bands obey

$$\varepsilon^2=2t_0^2\left[\cosh(2u/\lambda)+\cos k\right].$$

With 1.5 electrons per cell, $2(2k_F/2\pi)=1.5$, so $k_F=3\pi/4$ whatever $u$ is. Differentiating the band relation gives $|d\varepsilon/dk|=t_0^2\sin k/|\varepsilon|$. Two spins and two Fermi points then give

$$g=2\cdot\frac{2}{2\pi}\left|\frac{dk}{d\varepsilon}\right|=\frac{2}{\pi}\,\frac{|\varepsilon_F|}{t_0^2\sin k_F}.$$

As $u$ goes from 0 to 0.6 bohr, $|\varepsilon_F|$ grows and $g$ rises from 6.89 to 8.81 per hartree. The chain stays metallic, but its entropy changes.

Take Fermi-Dirac smearing with $w=0.005$ hartree (136 meV). At the end point, (4) gives $1.645\times8.806\times(0.005)^2=3.62\times10^{-4}$ hartree; the full value is $3.71\times10^{-4}$. The energy changes along the path, per cell, are:

- $F$: $3.406\times10^{-4}$ hartree
- minus the integrated force: $3.406\times10^{-4}$ hartree
- $E_0$: $4.278\times10^{-4}$ hartree
- zero-width energy: $4.233\times10^{-4}$ hartree

The force integrates to the change of $F$, while $E_0$ lies much closer to the zero-width result. Both statements hold at once, and that is the conflict. The two labels disagree by $8.73\times10^{-5}$ hartree, which is 2.4 meV per cell or 1.2 meV per atom.

At $u=0.6$ bohr the mismatch (3) is $2.75\times10^{-4}$ hartree/bohr (14 meV/Å), about 7% of the force there. The leading law can be checked by hand. Since $g\propto|\varepsilon_F|$,

$$\frac{d\ln g}{du}=\frac1\lambda\,\frac{\sinh(2u/\lambda)}{\cosh(2u/\lambda)+\cos k_F}=\frac12\cdot\frac{0.6367}{0.4784}=0.665\ \text{bohr}^{-1},$$

and $0.665\times3.62\times10^{-4}=2.41\times10^{-4}$ hartree/bohr. The full mismatch is 14% larger. At half the width the excess is 3%. At twice the width it is 12%, although a $w^4$ correction alone would have made it grow fourfold. The ratio of 3.9 between the two larger widths is therefore no sign that the leading law is accurate there. A plausible cause, not tested separately, is the band edge, which lies $|\varepsilon_F|-2t_0\sinh(u/\lambda)=0.037$ hartree above the Fermi level, less than four times the largest width.

Two other cases limit the objection. Gaussian smearing with the same numerical $w$ gives a mismatch of $3.7\times10^{-5}$ hartree/bohr, about seven times smaller, mainly because of the prefactors in (4). With two electrons per cell the displaced chain has a gap. At $u=0.6$ bohr each edge lies about 12 widths from $\mu$, and the mismatch is $-9\times10^{-7}$ hartree/bohr. Its sign is negative because a widening gap lowers the entropy. The gap must be wide for this: at $u=0.1$ bohr, with the edges two widths from $\mu$, (3) gives $-1.5\times10^{-3}$ hartree/bohr, more than in the metal.

**5. Could the fit absorb it?**

The proposal might reply that a flexible model, or a suitable choice of weights, will settle the matter. Let $p(u)$ be any differentiable model energy and $r=p-E_0$ its energy residual. Between configurations $A$ and $B$,

$$\int_A^B\left(\frac{dp}{du}+K\right)du=(p_B-p_A)-(F_B-F_A).$$

Substituting $p=E_0+r$ and $E_0-F=wS/2$ gives

$$\int_A^B\left(\frac{dp}{du}+K\right)du-(r_B-r_A)=\Delta\!\left(\tfrac12wS\right). \tag{5}$$

The integrand is the force error up to sign. The right-hand side does not contain the model. Whenever it is nonzero, the force error along the path and the energy residuals at its ends cannot all vanish. A model with enough parameters may match every label at finitely many geometries, but if the end energies are matched, the force error must then appear between them.

I fitted six even powers of $u$ to energies and forces at 13 geometries. A weight length $L$ multiplies the force residuals before they are squared and added to the squared energy residuals.

With $L=1$ bohr, the $E_0$ fit has an rms energy error of $2.7\times10^{-5}$ hartree and an rms force error of $5.5\times10^{-6}$ hartree/bohr. In (5), the energies carry $8.41\times10^{-5}$ and the forces $0.32\times10^{-5}$ hartree, together $8.73\times10^{-5}$. With $L=0.01$ bohr, the rms energy error falls to $3.2\times10^{-7}$ hartree, but the rms force error rises to $1.6\times10^{-4}$ hartree/bohr. The shares are now $0.10\times10^{-5}$ and $8.63\times10^{-5}$ hartree, with the same sum. Reweighting has moved the conflict from the energies to the forces. By (5), no choice of weights can change the sum.

The same polynomial fitted to $F$ and its forces leaves rms errors below $10^{-9}$ hartree and $3\times10^{-8}$ hartree/bohr. The residuals of the $E_0$ fits therefore come from the labels, not from a lack of flexibility.

**6. What I would ask for instead**

The simplest repair is to train on $F$ with the forces already available. The data are then consistent, but they describe the surface at width $w$. In the chain at $u=0.6$ bohr, the force of $F$ differs from the zero-width force by $2.6\times10^{-4}$ hartree/bohr.

If the zero-width surface is wanted, one way is to extrapolate energies and forces together. With calculations at $w$ and $w/2$, form

$$X_{\mathrm{ex}}=\frac{4X(w/2)-X(w)}{3},\qquad X=F\ \text{or}\ K .$$

The weights do not depend on geometry, so $K_{\mathrm{ex}}=-dF_{\mathrm{ex}}/dR$ by linearity. The quadratic error cancels, since $4(w/2)^2-w^2=0$. The quartic term leaves $-\tfrac13\left(\tfrac4{16}-1\right)cw^4=\tfrac14cw^4$, a quarter of the leading error of $E_0$. In the chain the remaining errors are $1.1\times10^{-6}$ hartree in energy and $4.3\times10^{-6}$ hartree/bohr in magnitude in the force. This rests on the small-$w$ expansion; if the density of states varies strongly within a few $w$ of the Fermi level, the labels remain consistent but may not be accurate.

A third course is to reduce $w$, with a $k$ mesh fine enough to resolve the sharper occupations, until the mismatch lies well below the intended fitting error. The existing data already allow a first check, because $E_0-F=wS/2$ is known for every structure. Its spread per atom at fixed composition measures the conflict in energy differences. A small spread over a few structures does not bound the force mismatch, which depends on the gradient; finite differences of $E_0$ along a few representative displacements would test that directly.

My recommendation is to keep $E_0$ for comparing energies near zero width where the expansion of section 3 applies (a metal, Fermi-Dirac or Gaussian smearing, a smooth density of states), but not to train on it together with the reported forces unless the mismatch has been shown to be negligible. Paired with its own gradient, or used in a fit to energies alone, it does not bring this conflict. The numerical output below gives the main computed energies, forces and fit errors; the other figures follow from these or from the formulas above.

## Computed values

```
Cluster: width 0.01 Ha, 6 electrons, 8 atoms
 fermi: force 0.0055604, -dF/dR 0.0055604, -dE0/dR 0.0078060 Ha/bohr
 gauss: force 0.0091405, -dF/dR 0.0091405, -dE0/dR 0.0110578 Ha/bohr
Chain: hopping 0.1 Ha, hopping decay 2.0 bohr
 repulsion 0.05 Ha per bond, repulsion decay 1.0 bohr
 1.5 electrons per cell, width 0.005 Ha = 136.1 meV
 path u = 0 to 0.6 bohr, 4000 k points
Energies per two-atom cell
 Fermi-level DOS: u=0 6.8907, end 8.8062 1/Ha
 wS/2: u=0 2.8405e-04, end 3.7132e-04 Ha
 leading formula for wS/2 at end: 3.6214e-04 Ha
 Gaussian wS/2 at end: 5.5154e-05, leading 5.5039e-05 Ha
 change of F:               0.00034057 Ha
 minus integrated force:    0.00034057 Ha
 change of E0:              0.00042784 Ha
 change of zero-width E:    0.00042327 Ha
 change of wS/2: 8.7276e-05 Ha = 2.375 meV per cell
 change of wS/2 per atom: 1.187 meV
At u = 0.6 bohr
 force -0.00404282, -dF/du -0.00404282, -dE0/du -0.00431765 Ha/bohr
 mismatch, width 0.0025 Ha: 6.1956e-05 Ha/bohr = 3.19 meV/A
 mismatch, width 0.0050 Ha: 2.7483e-04 Ha/bohr = 14.13 meV/A
 mismatch, width 0.0100 Ha: 1.0795e-03 Ha/bohr = 55.51 meV/A
 mismatch, Gaussian, width 0.005 Ha: 3.7024e-05 Ha/bohr
 mismatch, gapped (2 electrons): -9.41e-07 Ha/bohr
Errors against zero width at the same u
 energy: F -3.664e-04, E0 4.911e-06, two-width 1.123e-06 Ha
 force of F: 2.573e-04 Ha/bohr
 -dE0/du: -1.756e-05, two-width force: -4.338e-06 Ha/bohr
Fits: 6 even powers of u, 13 geometries
 label F, force weight length 1.0 bohr:
  rms energy 5.48e-10 Ha, rms force 1.18e-08 Ha/bohr
 label F, force weight length 0.01 bohr:
  rms energy 3.59e-10 Ha, rms force 2.40e-08 Ha/bohr
 label E0, force weight length 1.0 bohr:
  rms energy 2.73e-05 Ha, rms force 5.46e-06 Ha/bohr
  conflict in energies 8.412e-05 Ha, in forces 3.160e-06 Ha
 label E0, force weight length 0.01 bohr:
  rms energy 3.22e-07 Ha, rms force 1.60e-04 Ha/bohr
  conflict in energies 1.022e-06 Ha, in forces 8.625e-05 Ha
```
